Why and when an incommensurate monolayer rotates: the Novaco-McTague angle, part 2

A triangular monolayer lies on a rigid hexagonal surface that it does not quite fit. At what angle does it settle? A large undistorted layer has no preference: the sum (1/N) Σ_R exp(iG·R) in its substrate energy tends to zero (section 3). The angle is decided by the displacements u(R) of its N molecules, of mass M, from their sites R.

The algebra is in atomic units. The substrate potential is V(r) = V_G Σ_G exp(iG·r), over six vectors G. The layer has spacing a, the nearest commensurate structure a_ref; z = a_ref/a, and the misfit is δ = |z − 1|. For substrate spacing s the √3 structure has a_ref = √3 s. Each G drives a layer wave q = G − τ, with τ the nearby reciprocal vector of the layer, at angle θ to G.

The longitudinal and transverse sound speeds are c_L and c_T, and ε = c_L²/c_T² − 1. For small q the force-constant matrix is

D(q) = M [c_L² qq + c_T² (q² I − qq)]

(I is the unit matrix). At zero stress M c_L² = (λ + 2μ)A_c and M c_T² = μA_c, with Lamé constants λ and μ and area A_c per molecule; e_xx and e_yy are strains.

A pair G, −G adds 2V_G sin(G·R) D⁻¹(G)·G to u(R) (section 5), and G·D⁻¹·G = F/(M c_L²). To second order in V_G, at fixed density and zero temperature, the energy per molecule is

E = −3V_G² F/(M c_L²),

F = [(1 − z cos θ)² + (1 + ε) z² sin²θ]/w²,

w = q²/G² = 1 + z² − 2z cos θ,

with the longitudinal term first. At small misfit θ ≈ δ√(1 − 2c_T²/c_L²) if ε > 1.

With p = 1/w and h = 1 − z² this is the parabola

F = (1 + ε)p − (ε/4)(1 + hp)².

For ε > 0 its vertex is at

p = [2(1 + ε) − εh]/(εh²),

w* = ε(1 − z²)²/[2 + ε(1 + z²)],

cos θ* = [1 + z²(1 + 2ε)]/{z[2 + ε(1 + z²)]}.

11. The threshold

A real angle requires w between (1 − z)², its value at θ = 0, and (1 + z)², its value at θ = 180°. Dividing w* > (1 − z)² by (1 − z)² gives

ε(1 + z)² > 2 + ε(1 + z²),

or 2εz > 2. The layer rotates if

εz > 1, that is, c_L²/c_T² > 1 + 1/z.

The upper limit, w* < (1 + z)², becomes ε(1 − z)² < 2 + ε(1 + z²), or −2εz < 2, which holds for any positive ε. If εz ≤ 1, the vertex of the parabola lies at or beyond the largest allowed p. Then F rises up to that end of the range, and θ = 0 is the best angle.

For small angles a difference form is more convenient than the cosine itself. Subtract cos θ* from 1. The numerator over the common denominator is

2z − 1 − z² + εz(1 + z² − 2z) = (z − 1)²(εz − 1),

and therefore

1 − cos θ* = (z − 1)²(εz − 1)/{z[2 + ε(1 + z²)]}.

The angle starts from zero as the square root of εz − 1 when the threshold is crossed at fixed z. For z near 1 the left side is about θ²/2 and the right side about δ²(ε − 1)/[2(1 + ε)], which returns the small-misfit law.

The energy depends on θ through cos θ and sin²θ only, so the angles θ* and −θ* are degenerate. A large surface may contain domains of both senses, and a diffraction spot of the layer would then split into a pair placed symmetrically about the axis.

12. How much energy rotation gains

At the vertex (1 + hp)² = 4(1 + ε)²/(ε²h²). Inserting p and this square into the parabola,

F* = (1 + ε)[2(1 + ε) − εh]/(εh²) − (1 + ε)²/(εh²)
 = (1 + ε)(1 + εz²)/(εh²).

In the aligned layer F(0) = 1/(1 − z)². Since h² = (1 − z)²(1 + z)²,

F*/F(0) − 1 = [(1 + ε)(1 + εz²) − ε(1 + z)²]/[ε(1 + z)²].

Multiplying out the numerator leaves 1 − 2εz + ε²z², so

F*/F(0) − 1 = (εz − 1)²/[ε(1 + z)²].

The gain vanishes at the threshold and grows quadratically just beyond it. This is a fraction of the relaxation energy, which is itself of second order in the corrugation. The preference for an angle can therefore be weak even when the angle is well defined.

13. The elastic meaning of the factor

For a layer at zero stress the factor in the small-misfit law is a familiar constant. Stretch the layer along x and leave its sides free. The stress across the stretch vanishes:

λ(e_xx + e_yy) + 2μe_yy = 0.

The two-dimensional Poisson ratio is therefore

ν = −e_yy/e_xx = λ/(λ + 2μ).

Since c_T²/c_L² = μ/(λ + 2μ), this is also 1 − 2c_T²/c_L². For ν > 0, at small misfit,

θ ≈ δ√ν.

A layer that contracts sideways when stretched rotates; one with ν ≤ 0 stays aligned in this limit.

Central pair forces fix the ratio. Let φ(r) be the pair energy, r the length of a lattice vector and n its direction. Expanding D(q) to second order gives

D_ij = ½ Σ_R Σ_kl [(φ″ − φ′/r) r² nᵢnⱼn_k n_l + φ′ r δᵢⱼ n_k n_l] q_k q_l.

In sums over a sixfold shell of neighbours, n_k n_l may be replaced by δ_kl/2. The second term is then proportional to Σφ′r, which vanishes at zero stress. The product nᵢnⱼn_k n_l may be replaced by (δᵢⱼδ_kl + δᵢ_kδⱼ_l + δᵢ_lδⱼ_k)/8. With B = Σ_R φ″r² this leaves

D = (B/16)(q² I + 2qq).

The longitudinal stiffness is three times the transverse one. Hence c_L²/c_T² = 3, ε = 2 and ν = 1/3, and θ ≈ 0.577δ at small misfit.

14. A methane monolayer as an example

Treat each CH4 molecule as a sphere with the Lennard-Jones energy

φ(r) = 4U₀[(σ/r)¹² − (σ/r)⁶],

with the rough values U₀ = 0.0128 eV and σ = 3.73 Å. Pairs are kept up to three lattice spacings. The surface is a smooth hexagonal one with chosen spacing s = 2.50 Å and V_G = −2.0 × 10⁻⁴ eV.

The zero-stress condition Σφ′r = 0, solved numerically, gives a = 4.1475 Å. The reference structure has a_ref = √3 × 2.50 = 4.3301 Å. Hence

z = 4.3301/4.1475 = 1.0440,

and the layer is compressed by a misfit of 4.40%. The lattice sums give M c_L² = 1.163 eV and M c_T² = 0.388 eV, a ratio of 3. The threshold ratio is 1 + 1/z = 1.958, so the layer should rotate.

With ε = 2, εz − 1 = 1.088 and z[2 + ε(1 + z²)] = 6.452. Therefore

1 − cos θ* = (0.04402)² × 1.088/6.452 = 3.27 × 10⁻⁴,

θ* = 0.0256 rad = 1.465°.

The small-misfit law gives 1.456°. These digits belong to the chosen pair cutoff: keeping pairs up to twenty spacings gives a = 4.1457 Å, a misfit of 4.45% and an angle of 1.480°. In the aligned layer the energy is

E(0) = −3(2.0 × 10⁻⁴)²/[1.163 × (0.04402)²]
 = −5.33 × 10⁻⁵ eV per molecule,

all of it longitudinal. At θ* the longitudinal part has fallen in size to 2.87 × 10⁻⁵ eV, while a transverse part of 3.21 × 10⁻⁵ eV has appeared. Rotation gains 7.5 × 10⁻⁶ eV per molecule, or 14.2% of the aligned relaxation energy.

The same competition appears when the molecules are relaxed individually. Take a periodic cell of 24 × 24 molecules with full Lennard-Jones forces, and minimize its energy by a quasi-Newton method with the corrugation reduced a hundredfold. The cell permits only certain angles. At 0°, 1.438° and 2.874° the relaxation energies, relative to the aligned one, are 1, 1.162 and 0.961. The layer spacing is held fixed, but the misfits differ slightly: 4.35%, 4.31% and 4.22%. The aligned energy varies as 1/δ², which accounts for about 1.7 percentage points of the 16% advantage at the middle angle.

15. What the example leaves out

Phonon dispersion is a small effect here. Using the full lattice D(q) in place of its long-wave form gives 1.467°. Higher substrate stars do not change the continuum angle: each of their vectors has a partner in the layer with the same z and θ, and F does not contain |G|. Their q differs in length and in direction relative to the layer axes, however, and dispersion depends on both. The second star, acting alone, would favour 1.58°. The greater length by itself, with the directions of the first star, would give only 1.47°.

Linear response requires small phase shifts G·u. From the displacement found in section 5, one pair of waves gives an amplitude

2|V_G|F/(M c_L²) = 2|E|/(3|V_G|).

For the rotated layer this is 2 × 6.08 × 10⁻⁵/(6.0 × 10⁻⁴) = 0.20. To include larger shifts, the displacement can be written as a Fourier series in the two phases G₁·R and G₂·R, where G₁ and G₂ are neighbouring vectors of the star, and iterated to force balance in the full substrate potential. With terms to fourth order and a harmonic layer, the angle of lowest energy is 1.454°, and the largest displacement is 0.13 Å. With V_G = −3.0 × 10⁻⁴ eV the angle is 1.426°. The energy gain is less robust than the angle. At the original corrugation, relaxation with full Lennard-Jones forces still gives an angle of about 1.45°, but a gain of only about 4.9 × 10⁻⁶ eV per molecule, against 7.5 × 10⁻⁶ eV in long-wave linear response and 7.9 × 10⁻⁶ eV with the full lattice D(q). Beyond second order the sign of V_G matters: with the opposite sign the gain is about 1.0 × 10⁻⁵ eV and the angle about 1.41°.

The spacing matters far more. Add to the static energy the zero-point and thermal free energy of the in-plane phonons, and minimize the sum with respect to a, recomputing the harmonic frequencies at each spacing. On a 24 × 24 mesh of wavevectors this gives a = 4.239 Å without thermal excitation and 4.252 Å at 20 K. The misfit at 20 K falls to 1.83%; keeping pairs up to ten spacings instead of three gives 4.250 Å and 1.88%. With the speed ratio held at 3, the formula then gives 0.61°, less than half the static value. The static force constants at the expanded spacing give a speed ratio of 2.76 instead, and with it 0.55°.

These angles show the sensitivity to spacing; they are not predictions for this layer. The phase amplitude varies approximately as 1/δ². Scaling 0.20 by (4.40/1.83)² gives about 1.2, even before any softening of the expanded layer is counted. Linear response has then failed at the chosen corrugation.

In-plane motion also blurs the substrate potential. For Gaussian motion V_G is multiplied by exp(−G²⟨u_x²⟩/2), where ⟨u_x²⟩ is the mean square displacement along one axis. Harmonic phonons at the static spacing and 20 K, on the same mesh, give ⟨u_x²⟩ = 0.041 Å². With |G| = 2.90 Å⁻¹ the factor is 0.84. It lowers the energy gain to about 0.71 of its value, but not the angle as long as the correction enters only through V_G. In two dimensions ⟨u_x²⟩ grows with the size of the layer at nonzero temperature, so this value belongs to a patch of roughly the mesh size. The energy gain does not fade in the same way. Phonons much longer than the driven wave carry whole stretches of it along together and do not blur the response. When the correlations of the harmonic motion are kept, the second-order gain between 0° and 1.438° is 0.71 of its static value for 24 × 24 molecules and 0.70 for both 96 × 96 and 192 × 192.

Finally, the gain must be compared with k_BT = 1.72 × 10⁻³ eV at 20 K. Without the blurring factor, the linear-response gain requires about 230 molecules to turn together before their total gain equals k_BT; the smaller gain found with full forces requires about 350. These counts refer to regions inside a large layer. In a free patch of such a size the sum in section 3 does not cancel at the edge, and the energy left over is of first order in V_G. For compact rigid patches of 217 to 367 molecules at the static spacing, each shifted to its best position at every angle, it varies by about 4 to 9 × 10⁻⁵ eV per molecule between 0° and 3°. This exceeds the gain from rotation, so the size and shape of a small free patch can outweigh the elastic mechanism.

16. The model beside a real layer

Methane on graphite is the nearest familiar case. The graphite spacing is about 2.46 Å. This looks close to the chosen 2.50 Å, but the misfit is a small difference between two lengths: with 2.46 Å the static misfit falls from 4.40% to 2.73% and the angle from 1.47° to 0.91°. The example is therefore not a model of graphite. The chosen corrugation is weak enough for linear response to give the angle at the static misfit, though not the energy gain, and a real surface may well be rougher. At low coverage methane on graphite is known to form the commensurate √3 structure, which lies outside this theory. The assumption most at risk is therefore a weakly modulated layer at its static spacing. Expansion at a fixed speed ratio moves the formula from 1.47° to 0.61° and, for these parameters, out of its range. The layer may even lock: at 20 K, with harmonic phonons and the blurred corrugation, the commensurate layer has a free energy about 5 × 10⁻⁴ eV per molecule below that of an undistorted layer at the expanded spacing, or about 6 × 10⁻⁴ eV if the stiffening of its phonons by the substrate is included. The first value depends on the mesh through the blurring, falling from 5.4 × 10⁻⁴ eV on 24 × 24 wavevectors to 4.6 × 10⁻⁴ eV on 96 × 96; the second is the same on both. Distortion also lowers the energy of the expanded layer, by an amount that linear response cannot supply, so this comparison does not settle which one forms. The example also omits out-of-plane motion, molecular orientation and substrate relaxation, whose effects have not been estimated here.

To use the formula for a real layer, take the spacing and the sound speeds at the temperature and coverage of interest, and require both |q|a and the phase amplitude to be small. As z approaches 1 at fixed V_G, the first condition is met better and better, but the second fails: the response grows as 1/δ², and the picture of a weakly modulated layer gives way to locking or to commensurate regions separated by walls. If the spacing is free to adjust to the substrate, its shift is of order V_G² while these conditions hold, and it changes the angle only at that order. In the example this is not negligible: the spacing grows by about 0.006 Å and the angle falls to about 1.41° in linear response, or about 1.39° with full Lennard-Jones forces.
